Stripe Domain Width, Film Thickness and Wall Thickness in Ferroelectric Films

**Q:** I accept that the stripe width in a ferroelectric film can grow as the square root of the film thickness. Now you want the squared width, divided by the film thickness, to be proportional to the domain-wall thickness. Why should electrostatics at the surface know anything about the wall?

**A:** It need not. The wall thickness can enter through the energy cost of a wall, while electrostatics sets the cost of wide stripes. Whether the result is a proportionality depends on what is held fixed, so I must first specify the film.

Its thickness is d and its polar axis z is normal to the faces. Straight stripes of equal width w carry polarization alternately up and down; the period along x is 2w. Thick insulators of permittivity ε_e lie on both sides, and there is no free charge. I use Gaussian units and the Landau energy density

f = aP²/2 + bP⁴/4 + (g/2)(∂P/∂x)², a < 0, b > 0, g > 0.

Here P is the soft-mode polarization along z. The remaining response along z is a linear background permittivity ε_b, whose energy belongs to the field energy. Along x the film has permittivity ε_a.

**Q:** Then give me the wall first. Is there no electric field in it?

**A:** Not deep in the film. There P depends on x but points along z, so its divergence ∂P/∂z vanishes and a straight wall carries no bulk charge. The faces do carry charge, which I treat separately.

The uniform minimum is P0² = |a|/b. Its curvature defines the susceptibility χ of the soft mode:

1/χ = a + 3bP0² = 2|a|, hence bP0² = |a| = 1/(2χ).

Without its gradient term, and measured from the minimum, the energy density is (b/4)(P² − P0²)². Equilibrium in the wall requires

gP″ = aP + bP³.

Multiply by P′ and integrate. Far from the wall P′ = 0 and P² = P0², which fixes the constant:

(g/2)P′² = (b/4)(P² − P0²)².

For a wall rising from −P0 to P0, the positive root is

P′ = √(b/2g) (P0² − P²).

Its solution is P = P0 tanh(x/ξ), since the derivative of this function is (P0² − P²)/(P0ξ). Comparing the prefactors gives 1/ξ² = bP0²/(2g), or

ξ² = 2g/|a| = 4χg.

I define the wall thickness t as the full jump 2P0 divided by the central slope P0/ξ. Thus t = 2ξ.

**Q:** What does that wall cost?

**A:** The first integral says that the local and gradient energies are equal at every x. Their sum is gP′², so the energy per wall area is

σ_w = ∫gP′² dx = g∫P′ dP
= [g/(P0ξ)] ∫ from −P0 to P0 of (P0² − P²) dP
= 4gP0²/(3ξ).

**Q:** That is inversely proportional to ξ. A thicker wall is cheaper, which is the opposite of what you need.

**A:** It would be cheaper at fixed g. But g and ξ cannot be varied independently at fixed χ. Substituting g = ξ²/(4χ) gives

σ_w = P0²ξ/(3χ).

So the wall energy is proportional to ξ when g changes and the local Landau coefficients do not. That restriction will remain in the final statement.

**Q:** Now the faces. You have charges ±P0, but the polarization also responds to their field. Which energy do you use?

**A:** I use the Landau energy plus the field energy. With no free charge or external source, no further −PE term is added. To check the equilibrium condition, change P by δP. With ε denoting the background response, D = εE + 4πP, and the field energy changes by

∫E·εδE/(4π) dV = ∫E·δD/(4π) dV − ∫E_zδP dV.

The first integral on the right vanishes: E = −∇φ and δD has no divergence, so integration by parts leaves nothing. Away from the walls, equilibrium is therefore ∂f/∂P = E_z.

For a small response this gives P = ±P0 + χE_z. Hence

D_z = ε_cE_z ± 4πP0, ε_c = ε_b + 4πχ.

The Landau energy of the response is χE_z²/2 = 4πχE_z²/(8π). It joins the background term to give ε_cE_z²/(8π). The total is then the integral of (ε_aE_x² + ε_cE_z²)/(8π) in the film and ε_eE²/(8π) outside.

Write D′ for the part of D linear in E. It has no divergence within each region, and at the upper face it jumps by 4πσ, where σ = ±P0 is the fixed face charge. Integrating by parts region by region leaves φ times this jump, divided by 8π. The energy is thus ½σφ per unit face area, with the same result at the lower face. The factor one half already includes the cost of polarizing the film.

**Q:** Calculate the potential, including both faces. I do not want an infinite film slipped in unannounced.

**A:** Put the midplane at z = 0 and treat the walls as sharp for now. The upper charge is a square wave, σ(x) = Σσ_n sin(kx), with k = nπ/w and

σ_n = (2/w)∫ from 0 to w of P0 sin(kx) dx = 2P0[1 − cos(nπ)]/(nπ).

This is 4P0/(πn) for odd n and zero for even n. The lower face has the opposite charge, so φ is odd in z.

Inside, ε_a∂²φ/∂x² + ε_c∂²φ/∂z² = 0. Each harmonic varies as sin(kx) sinh(κkz), where κ = √(ε_a/ε_c). Outside it decays as exp[−k(z − d/2)]. If φ_n is its amplitude at the upper face, continuity of D_z requires

ε_ekφ_n = 4πσ_n − ε_cκkφ_n coth(κkd/2).

Because ε_cκ = √(ε_aε_c),

φ_n = 4πσ_n / {k[ε_e + √(ε_aε_c) coth(κkd/2)]}.

The mean of sin² is one half. Each face contributes ¼Σσ_nφ_n, and two faces give, per unit film area,

U_el = Σ 2πσ_n² / {k[ε_e + √(ε_aε_c) coth(κkd/2)]}.

**Q:** When can I drop the hyperbolic function?

**A:** When exp(−πκd/w) ≪ 1. The faces then no longer influence each other, and coth can be replaced by 1. Define R = ε_e + √(ε_aε_c). Then

U_el = (2π/R) Σ [16P0²/(π²n²)] [w/(πn)]
= [32P0²w/(π²R)] Σ 1/n³, n odd.

Removing the even terms from ζ(3) = Σ1/n³ leaves (1 − 1/8)ζ(3) = 7ζ(3)/8. Therefore

U_el = AP0²w, A = 28ζ(3)/(π²R).

Wide stripes cost more because their stray field extends farther from the faces.

The opposite limit behaves differently. For very wide stripes coth(κkd/2) tends to 2/(κkd), and for the main harmonics the coth term outweighs ε_e in the bracket. Each term becomes πσ_n²d/ε_c. Since Σσ_n² = 2P0², the sum is 2πP0²d/ε_c, the energy of a uniformly charged plate in linear response. It does not depend on w, so no square-root law can follow from it. This limit is formal: the fractional loss of polarization in such a plate is 4πχ/ε_c, which is 0.8 for the parameters used below and lies beyond the stability limit of 0.42 found later.

**Q:** Good. Now balance the two costs.

**A:** There is one wall per distance w, and each has area d per unit length along the stripe. The energy per unit film area is

u(w) = σ_wd/w + AP0²w.

Setting its derivative to zero gives

−σ_wd/w² + AP0² = 0, hence w² = σ_wd/(AP0²).

The second derivative, 2σ_wd/w³, is positive, so this is a minimum. Multiplying the stationary condition by w shows that the wall and electrostatic energies are equal there. Insert the wall energy:

w²/d = ξ/(3χA) = Kξ,

K = π²[ε_e + √(ε_aε_c)] / [84ζ(3)χ].

In terms of the full wall thickness, w²/d = (K/2)t. The polarization has cancelled because both energies are proportional to P0².

**Q:** So I can heat a film, watch its walls thicken, and predict wider stripes?

**A:** No. Heating can change χ, and K contains χ. Suppose ε_e is much larger than √(ε_aε_c), and let χ rise while g and the other permittivities stay fixed. Then K varies as 1/χ and ξ as √χ, so

w²/d = Kξ varies as 1/√χ.

The walls become thicker and the stripes narrower. The proportionality applies to a comparison at fixed χ, ε_a, ε_b and ε_e, such as a change of g alone.

**Q:** Put numbers in. I want to see whether the conditions can be met together.

**A:** I take round model parameters: 4πχ = 40, ε_b = 10, ε_a = 72 and ε_e = 300. Thus χ = 3.1831, ε_c = 50, √(ε_aε_c) = 60, κ = 1.2 and R = 360. Let ξ = 0.5 nm, so t = 1 nm, and let d = 1000 nm. I choose P0 = 10⁵ statC/cm², or 33.4 μC/cm².

The wall energy is

σ_w = (10¹⁰ × 5×10⁻⁸)/(3 × 3.1831) = 52.4 erg/cm².

With A = 0.009473,

K = 1/(3 × 3.1831 × 0.009473) = 11.05,

w = √(11.05 × 0.5 × 1000) nm = 74.3 nm = 7.43×10⁻⁶ cm.

Then ξ/w = 0.0067, and exp(−πκd/w) is about 10⁻²². The wall cost is 52.36 × 1000/74.35 = 704 erg/cm². The electrostatic cost, 0.009473 × 10¹⁰ × 7.435×10⁻⁶, is also 704 erg/cm².

These numbers satisfy the geometric conditions of the model, but they do not describe a real film. The normal field just outside a face is 4πP0/R, about 1 MV/cm. Summing φ_n at the stripe centres gives ±(16P0w/πR)(1 − 1/9 + 1/25 − …), a difference of 5.8 V between neighbouring domains. This exceeds the band gap of common perovskite ferroelectrics, about 3 to 4 eV, expressed in volts. Free carriers could then screen the charge, and a real surrounding medium need not respond linearly.

**Q:** Equal costs do not show that stripes beat a film without walls.

**A:** Compare them with a uniform film. With no free charge and thick insulators outside, D_z = 0 and E_z = −4πP/ε_b. The energy density above the bulk minimum is

(b/4)(P² − P0²)² + 2πP²/ε_b.

The coefficient of P² is −1/(4χ) + 2π/ε_b. It is positive when 8πχ > ε_b, here 80 > 10. The quartic term is positive too, so the uniform film lowers its energy by losing its polarization altogether. What remains is

P0²d/(8χ) = 10¹⁰ × 10⁻⁴/(8 × 3.1831) = 3.93×10⁴ erg/cm².

The stripes cost 1.41×10³ erg/cm², about 28 times less. The uniform cost grows as d, whereas the stripe cost, 2P0√(Aσ_wd), grows as √d.

**Q:** You assumed a small response. But the depolarizing field is strongest at the face. How small is the response there?

**A:** Let p be the loss of polarization magnitude, and let z now be the depth below a face. For separated faces each harmonic of the inward field is κkφ_n exp(−κkz). Multiplying by χ and inserting φ_n gives

p/P0 = η (4/π) Σ sin(nu)e^(−ns)/n, n odd,

η = 4πχκ/R, u = πx/w, s = πκz/w.

To sum the series, set q = exp(−s + iu). The sum of qⁿ/n over odd n is ½ ln[(1 + q)/(1 − q)], and we need its imaginary part. The phase of (1 + q)/(1 − q) equals that of

(1 + q)(1 − q*) = 1 − e^(−2s) + 2i e^(−s) sin u.

The ratio of imaginary to real part is sin u/sinh s. Thus

p/P0 = ηS, S = (2/π) arctan(sin u/sinh s).

At the face S = 1 throughout a domain, so the fractional loss there is η. In our example η = 48/360 = 0.133.

**Q:** And in vacuum?

**A:** With the other parameters unchanged, η = 48/61 = 0.79. The Landau curvature a + 3bP² vanishes at P = P0/√3, which corresponds to p/P0 = 0.42. The linear solution therefore lies beyond the local stability limit. An η below 0.42 is not enough for stability, because the response softens as P falls: the nonlinear loss near the face is about 0.15 for η = 0.133 and already about 0.37 for η = 0.30, reached with ε_e = 100. The explicit K is not justified for that film, and I make no claim here about its domain structure. This is why the example has a strongly polarizable surrounding medium.

**Q:** Even 13 percent is not infinitesimal. Does the nonlinear response spoil the scaling?

**A:** It changes K. Writing P = P0 − p gives, without further approximation,

f − f0 = (b/4)p²(2P0 − p)² = [p²/(2χ)](1 − p/2P0)²,

where f0 is the minimum of f without gradients. The first term beyond linear response is −p³/(2χP0). The linear solution makes the quadratic energy stationary, so to first order I may evaluate the cubic term on that solution. Let ⟨S³⟩ be the average over x and J = ∫⟨S³⟩ds from zero to infinity. Since dz = w ds/(πκ), the two faces together give

δU = −2 × [η³P0²/(2χ)] × [wJ/(πκ)],

δA/A = −η³J/(πκχA).

The change in energy is still proportional to w. More generally, suppose the faces are separated, the walls are sharp and P stays on the stable Landau branch. The local energy and the field equations then contain no length except w. Scaling both coordinates by w leaves a surface energy of w times a constant, so w²/d remains proportional to ξ with a changed coefficient.

Here J = 0.2888 and η³ = 0.00237, while πκχ = 12.0. Hence

δA/A = −0.00237 × 0.2888/(12.0 × 0.009473) = −0.0060.

A nonlinear solution of the two-dimensional field problem gives −0.0068, relative to the linear solution on the same grid. The difference comes from higher orders, apart from a small grid error. In a test with a weaker surface field the nonlinear and first-order changes differ by 1.3 percent of the first-order change. For the main example w rises from 74.3 to 74.6 nm.

**Q:** There is another inconsistency. You gave the wall a finite thickness, then used a perfectly sharp square wave for the surface charge.

**A:** That is the leading approximation for w ≫ ξ. A tanh wall is a sharp step convolved with sech²(x/ξ)/(2ξ). Convolution multiplies each σ_n by the Fourier transform of this function, so I need

F(q) = ∫e^(iqv) sech²v dv, q = kξ.

Close the contour along the line shifted upward by iπ. There sech² has the same value, while the exponential acquires e^(−πq). The double pole at v = iπ/2 has residue −iq e^(−πq/2), because sech² behaves there as −1/(v − iπ/2)². Thus

F(1 − e^(−πq)) = 2πq e^(−πq/2),

F = πq/sinh(πq/2).

Half of this is the required factor, y/sinh y with y = πkξ/2. Neighbouring tails add errors of order exp(−w/ξ).

For small y the squared factor is 1 − y²/3. Since y² grows as n², the correction to the n⁻³ energy sum contains Σ1/n, cut off near n ≈ w/ξ. The relative correction to the electrostatic energy from smearing the charge alone is therefore of order (ξ/w)² ln(w/ξ), and it disappears as the stripes widen.

**Q:** Then minimize the energy with smeared charge and coupled faces. Does the law survive?

**A:** Among straight stripes it does, over the range examined. For ξ = 0.5 nm, raising d from 100 to 10,000 nm raises the minimizing width from 23.4 to 235.1 nm. A hundredfold thickness gives close to a tenfold width. At d = 1000 nm, raising ξ from 0.25 to 1 nm at fixed χ raises w from 52.6 to 105.1 nm, close to the predicted factor of two. The smallest ξ tests only the continuum formula: a wall 0.5 nm thick spans about one lattice cell of a typical oxide, where the gradient energy is no longer reliable.

The ratio w²/(Kdξ) is 0.994 at d = 100 nm and 0.9999 at 10,000 nm. Face coupling cannot explain the first deficit: with w = 23.4 nm, exp(−πκd/w) is only about 10⁻⁷. The deficit comes from the smeared charge, the other change made to the energy. These minimizations use linear response, so the anharmonic shift found above is not in them. The numerical output also gives the intermediate cases and a second set of constants.

**Q:** How thin may the film become before I should stop using the formula?

**A:** Insert the predicted width into the face-coupling condition:

πκd/w = πκ√[d/(Kξ)].

This must be large. In the example Kξ = 5.5 nm. At d = 3 nm the expression is only 2.8, so exp(−πκd/w) is 0.06, and the predicted width is 4.1 nm, or about 8ξ. The separate-face and sharp-wall approximations both deteriorate as the film becomes this thin: at this width face coupling lowers the electrostatic energy by 2 percent and the smeared charge lowers it by 14 percent. Overlap of neighbouring walls is still negligible, since exp(−w/ξ) is about 3×10⁻⁴. The formula should not be used to infer a critical thickness.

**Q:** And if a thick film shows a different width, is the Landau wall energy wrong?

**A:** Not necessarily. The calculation minimizes the energy among straight, equal stripes with the bulk wall energy along their whole depth. It leaves out branching near the faces, pinning, free charge and elastic effects. Branching lowers the energy once a film is thick enough, and the model film of 10,000 nm is already in that range. Its calculated width is a minimum only among straight stripes. A film may also be held in a state that is not the minimum. A measured width tests all these assumptions together. A test of the proportionality itself needs films in which these omitted effects are negligible, and in which ξ changes while χ and the permittivities do not.

Values computed for the example and the checks

```
chi (dimensionless): 3.18310
Landau a (dimensionless): -0.15708
Landau b (cm^4/statC^2): 1.5708e-11
gradient coefficient g (nm^2): 0.019635
eps_b, eps_a, eps_c, eps_e: 10, 72, 50, 300
sqrt(eps_a eps_c), kappa: 60.0000, 1.2000
P0 (statC/cm^2): 1.000e+05
P0 converted (microC/cm^2): 33.356
xi, wall thickness 2 xi, d (nm): 0.5, 1, 1000
wall energy (erg/cm^2): 52.360
electrostatic coefficient A: 0.0094729
K = w^2/(d xi): 11.0547
K/2 = w^2/(d times wall thickness): 5.5274
w^2/d (nm): 5.5274
stripe width w (nm): 74.346
stripe width w (cm): 7.4346e-06
xi/w: 0.00673
face-coupling factor exp(-pi kappa d/w): 9.51e-23
wall part of film energy (erg/cm^2): 704.271
electrostatic part (erg/cm^2): 704.271
total stripe energy (erg/cm^2): 1408.542
uniform-film energy (erg/cm^2): 39269.908
uniform-film equilibrium P/P0: 0.0000
surface depolarization eta: 0.13333
eta for the same film in vacuum: 0.78689
p/P0 at the Landau stability limit: 0.42265
anharmonic integral J: 0.28884
first-order change of A (%): -0.6023
nonlinear 2D change of A (%): -0.6777
w with nonlinear A (nm): 74.599
weak-field test, full/first-order change: 1.0127
largest relative error, wall test: 5.2e-10
largest relative error, field test: 7.8e-04
d=100 nm: minimized w=23.444 nm, w^2/(K d xi)=0.99435
d=300 nm: minimized w=40.676 nm, w^2/(K d xi)=0.99780
d=1000 nm: minimized w=74.318 nm, w^2/(K d xi)=0.99923
d=10000 nm: minimized w=235.092 nm, w^2/(K d xi)=0.99990
xi=0.25 nm, d=1000 nm: minimized w=52.560 nm, w^2/(K d xi)=0.99959
xi=0.5 nm, d=1000 nm: minimized w=74.318 nm, w^2/(K d xi)=0.99923
xi=1 nm, d=1000 nm: minimized w=105.067 nm, w^2/(K d xi)=0.99859
log slope of w^2 against d: 1.00056
log slope of w^2/d against xi: 0.99928
second set of constants, w^2/(K d xi): 0.99941
```
